# Finding the Fermi energy with band tails and amphoteric defects: a program that tests the result

```python
"""Charge neutrality with exponential band tails and amphoteric defects.

Result under test: the charge density (divided by the elementary charge)
    Q(mu) = p + p_t - n - n_t + sum over defects of (1 - nu) + C
is strictly decreasing in the Fermi energy mu, so it has one zero, which lies
in an explicit bracket and is found by bisection.
Symbols: n, p = carriers in extended states; n_t, p_t = electrons in the
conduction tail and holes in the valence tail; nu = mean electron number
(0 to 2) of a defect with energies 0, E, 2E+U; C = fixed ionized net doping.
Energies in eV from the valence edge, densities in cm^-3.
"""
import math
from dataclasses import dataclass, replace
import mpmath as mp
import numpy as np
import sympy as sp
from scipy.constants import k as boltzmann, e as elementary_charge
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import expit


def positive_rule(start, stop, panel_width, order):
    """Composite Gauss-Legendre nodes and (positive) weights."""
    panels = math.ceil((stop - start) / panel_width)
    edges = np.linspace(start, stop, panels + 1)
    half = 0.5 * np.diff(edges)
    centre = 0.5 * (edges[1:] + edges[:-1])
    x, w = np.polynomial.legendre.leggauss(order)
    return ((centre[:, None] + half[:, None] * x).ravel(),
            (half[:, None] * w).ravel())


def defect_probabilities(mu, level, U, kT):
    """Probabilities of 0, 1, 2 electrons, safe against overflow."""
    y = (mu - np.asarray(level, dtype=float)) / kT
    logs = np.array([np.zeros_like(y), math.log(2) + y, 2 * y - U / kT])
    weights = np.exp(logs - logs.max(axis=0))
    return weights / weights.sum(axis=0)


def defect_variance(mu, level, U, kT):
    p0, p1, p2 = defect_probabilities(mu, level, U, kT)
    return p0 * p1 + p1 * p2 + 4 * p0 * p2


@dataclass
class Model:
    T: float = 300.0
    gap: float = 1.8
    Gc: float = 2e21
    Gv: float = 2e21
    E0c: float = 0.025
    E0v: float = 0.045
    ND: float = 1e17
    level: float = 0.75
    sigma: float = 0.10
    U: float = 0.20
    C: float = 0.0
    order: int = 12
    panel: float = 0.0      # 0 selects panels that resolve all energy scales

    def __post_init__(self):
        self.kT = boltzmann * self.T / elementary_charge

        def width(scale):
            return self.panel if self.panel > 0 else min(scale, self.kT)

        s, w = positive_rule(0, self.gap + 40 * self.E0c,
                             width(self.E0c), self.order)
        self.Ec_tail = self.gap - s
        self.wc = w * self.Gc * np.exp(-s / self.E0c)
        s, w = positive_rule(0, self.gap + 40 * self.E0v,
                             width(self.E0v), self.order)
        self.Ev_tail = s
        self.wv = w * self.Gv * np.exp(-s / self.E0v)
        d, w = positive_rule(-8 * self.sigma, 8 * self.sigma,
                             width(self.sigma), self.order)
        self.Ed = self.level + d
        self.wd = (w * self.ND * np.exp(-0.5 * (d / self.sigma) ** 2)
                   / (self.sigma * math.sqrt(2 * math.pi)))

    def parts(self, mu):
        """n, n_t, p, p_t and the net defect charge."""
        kT = self.kT
        n = self.Gc * kT * np.logaddexp(0, (mu - self.gap) / kT)
        p = self.Gv * kT * np.logaddexp(0, -mu / kT)
        nt = self.wc @ expit((mu - self.Ec_tail) / kT)
        pt = self.wv @ expit((self.Ev_tail - mu) / kT)
        p0, _, p2 = defect_probabilities(mu, self.Ed, self.U, kT)
        return n, nt, p, pt, self.wd @ (p0 - p2)

    def charge(self, mu):
        n, nt, p, pt, defects = self.parts(mu)
        return p + pt - n - nt + defects + self.C

    def slope(self, mu):
        """dQ/dmu from fluctuations; every contribution is negative."""
        kT = self.kT
        fc = expit((mu - self.Ec_tail) / kT)
        gc = expit((self.Ec_tail - mu) / kT)
        fv = expit((mu - self.Ev_tail) / kT)
        gv = expit((self.Ev_tail - mu) / kT)
        fluctuation = (self.wc @ (fc * gc) + self.wv @ (fv * gv)
                       + self.wd @ defect_variance(mu, self.Ed, self.U, kT))
        return -(fluctuation / kT + self.Gc * expit((mu - self.gap) / kT)
                 + self.Gv * expit(-mu / kT))

    def bracket(self):
        low = -(max(-self.C, 0) + self.ND
                + self.Gc * (self.E0c + self.kT)) / self.Gv
        high = self.gap + (max(self.C, 0) + self.ND
                           + self.Gv * (self.E0v + self.kT)) / self.Gc
        return low, high


def bisect(model, tolerance=1e-12):
    low, high = model.bracket()
    assert model.charge(low) > 0 > model.charge(high)
    halvings = 0
    while high - low > tolerance:
        middle = 0.5 * (low + high)
        if model.charge(middle) > 0:
            low = middle
        else:
            high = middle
        halvings += 1
    return 0.5 * (low + high), halvings


def root_response(model, dC):
    """Central difference of the root with respect to the doping."""
    upper = bisect(replace(model, C=model.C + dC))[0]
    lower = bisect(replace(model, C=model.C - dC))[0]
    return (upper - lower) / (2 * dC)


def microstate_occupation(mu, level, U, kT):
    """Mean electron number by a sum over the four spin microstates."""
    total = electrons = 0.0
    for up in (0, 1):
        for down in (0, 1):
            number = up + down
            energy = level * number + U * up * down
            weight = math.exp(-(energy - mu * number) / kT)
            total += weight
            electrons += number * weight
    return electrons / total


def tail_hypergeometric(depth, G, E0, kT):
    a = mp.mpf(kT) / mp.mpf(E0)
    return float(G * E0 * mp.hyp2f1(1, a, 1 + a, -mp.exp(depth / kT)))


def band_integral(depth, G, kT):
    """Carriers in a constant band whose edge lies 'depth' beyond mu."""
    top = max(-depth, 0) + 40 * kT
    return quad(lambda s: G * expit(-(depth + s) / kT), 0, top,
                epsabs=0, epsrel=1e-11, limit=200)[0]


def reference_charge(m, mu):
    """Independent charge: adaptive integrals, microstates, hypergeometric."""
    def integrand(E):
        gauss = math.exp(-0.5 * ((E - m.level) / m.sigma) ** 2)
        gauss /= m.sigma * math.sqrt(2 * math.pi)
        return gauss * microstate_occupation(mu, E, m.U, m.kT)
    electrons = quad(integrand, m.level - 8 * m.sigma, m.level + 8 * m.sigma,
                     epsabs=0, epsrel=1e-11, limit=200)[0]
    return (band_integral(mu, m.Gv, m.kT)
            + tail_hypergeometric(mu, m.Gv, m.E0v, m.kT)
            - band_integral(m.gap - mu, m.Gc, m.kT)
            - tail_hypergeometric(m.gap - mu, m.Gc, m.E0c, m.kT)
            + m.ND * (1 - electrons) + m.C)


base = Model()
kT = base.kT

# Symbolic: kT d(nu)/d(mu) = x d(nu)/dx equals the positive closed form.
x, w = sp.symbols("x w", positive=True)
Z = 1 + 2 * x + w * x**2
nu = x * sp.diff(sp.log(Z), x)
closed = 2 * x * (1 + 2 * w * x + w * x**2) / Z**2
assert sp.simplify(x * sp.diff(nu, x) - closed) == 0

# Defect occupation, its derivative, and neutrality at E + U/2.
for U in (0.2, 0.0, -0.2):
    for mu in np.linspace(0.4, 1.2, 17):
        _, p1, p2 = defect_probabilities(mu, 0.75, U, kT)
        exact = microstate_occupation(mu, 0.75, U, kT)
        assert abs(p1 + 2 * p2 - exact) < 1e-12
        h = 1e-5
        numeric = (microstate_occupation(mu + h, 0.75, U, kT)
                   - microstate_occupation(mu - h, 0.75, U, kT)) / (2 * h)
        formula = defect_variance(mu, 0.75, U, kT) / kT
        assert abs(numeric - formula) < 1e-5 / kT
    assert abs(microstate_occupation(0.75 + U / 2, 0.75, U, kT) - 1) < 1e-12

# Tails and bands against independent evaluations.
tail_error = 0.0
for mu in (0.1, 0.5, 0.9, 1.3, 1.7, 1.82):
    n, nt, p, pt, _ = base.parts(mu)
    ref_nt = tail_hypergeometric(base.gap - mu, base.Gc, base.E0c, kT)
    ref_pt = tail_hypergeometric(mu, base.Gv, base.E0v, kT)
    tail_error = max(tail_error, abs(nt / ref_nt - 1), abs(pt / ref_pt - 1))
    assert abs(n / band_integral(base.gap - mu, base.Gc, kT) - 1) < 1e-8
    assert abs(p / band_integral(mu, base.Gv, kT) - 1) < 1e-8
assert tail_error < 1e-9

# Slope formula against finite differences of the independent charge.
for mu in (0.3, 0.7, 0.85, 1.0, 1.5, 1.75):
    h = 1e-4
    numeric = (reference_charge(base, mu + h)
               - reference_charge(base, mu - h)) / (2 * h)
    assert abs(numeric / base.slope(mu) - 1) < 2e-5

# Monotonicity and bracket for random parameters, both signs of U.
rng = np.random.default_rng(7)
trials = 40
negative_U_trials = 0
for _ in range(trials):
    m = Model(T=rng.uniform(250, 500), gap=rng.uniform(1.6, 1.9),
              Gc=10 ** rng.uniform(21, 22), Gv=10 ** rng.uniform(21, 22),
              E0c=rng.uniform(0.02, 0.04), E0v=rng.uniform(0.035, 0.07),
              ND=10 ** rng.uniform(15, 18), level=rng.uniform(0.6, 1.0),
              sigma=rng.uniform(0.05, 0.15), U=rng.uniform(-0.3, 0.4))
    negative_U_trials += m.U < 0
    grid = np.linspace(*m.bracket(), 100)
    assert np.all(np.diff([m.charge(mu) for mu in grid]) < 0)
    doped = replace(m, C=rng.choice([-1, 1]) * 10 ** rng.uniform(15, 20))
    low, high = doped.bracket()
    assert doped.charge(low) > 0 > doped.charge(high)
assert 0 < negative_U_trials < trials

# Roots for seven dopings, each checked by a sign change of the reference.
# The response is tested with a doping step that moves mu by about 0.1 meV,
# far below kT; a fixed doping step is evaluated only for comparison.
rows = []
fixed_dC = 1e14
small_shift = 1e-4
small_errors, fixed_errors = [], []
for C in (-1e18, -1e17, -5e16, 0.0, 5e16, 1e17, 1e18):
    m = replace(base, C=C)
    root, halvings = bisect(m)
    brent, info = brentq(m.charge, *m.bracket(), xtol=1e-13,
                         full_output=True)
    assert abs(root - brent) < 3e-12
    assert reference_charge(m, root - 1e-8) > 0
    assert reference_charge(m, root + 1e-8) < 0
    steepness = abs(m.slope(root))
    response = root_response(m, small_shift * steepness)
    small_errors.append(abs(response * steepness - 1))
    fixed_errors.append(abs(root_response(m, fixed_dC) * steepness - 1))
    assert small_errors[-1] < 1e-4
    rows.append((C, root, m.parts(root), 1 / steepness,
                 halvings, info.function_calls))
assert all(a[1] < b[1] for a, b in zip(rows, rows[1:]))
worst = int(np.argmax(fixed_errors))

# An unguarded Newton step from midgap leaves the bracket.
heavy = replace(base, C=1e18)
midgap = base.gap / 2
newton = midgap - heavy.charge(midgap) / heavy.slope(midgap)
assert newton > heavy.bracket()[1]

# A coarse positive-weight rule is still monotone, though inaccurate.
coarse = replace(heavy, order=3, panel=0.3)
grid = np.linspace(*coarse.bracket(), 200)
assert np.all(np.diff([coarse.charge(mu) for mu in grid]) < 0)
coarse_root = bisect(coarse)[0]

print(f"Temperature: {base.T:.0f} K; kT = {1e3 * kT:.3f} meV")
print(f"Mobility gap: {base.gap:.2f} eV")
print(f"Edge densities Gc, Gv: {base.Gc:.1e}, {base.Gv:.1e} cm^-3 eV^-1")
print(f"Tail energies E0c, E0v: {1e3*base.E0c:.0f}, {1e3*base.E0v:.0f} meV")
print(f"Defect density: {base.ND:.1e} cm^-3")
print(f"Defect mean level, sigma, U: {base.level:.2f}, {base.sigma:.2f}, "
      f"{base.U:.2f} eV")
low, high = base.bracket()
print(f"Bracket for C=0: {low:.5f} to {high:.5f} eV")
low, high = heavy.bracket()
print(f"Bracket for C=1e18 cm^-3: {low:.5f} to {high:.5f} eV")
print(f"Charge at its ends: {heavy.charge(low):.3e}, "
      f"{heavy.charge(high):.3e} cm^-3")
print("Fermi energy and local response (C in cm^-3, mu in eV,")
print("  dmu/dC in meV per 1e16 cm^-3, halvings, Brent evaluations)")
for C, root, _, response, halvings, calls in rows:
    print(f"  {C:9.1e} {root:.6f} {response*1e19:.4f} {halvings} {calls}")
print("Reservoirs in cm^-3: C, n, n_t, p, p_t, defect charge")
for C, _, part, *_ in rows:
    print(f"  {C:9.1e} " + " ".join(f"{value:.3e}" for value in part))
print("Largest relative deviation of root differences from 1/|slope|:")
print(f"  doping step moving mu by ~0.1 meV: {max(small_errors):.1e}")
print(f"  fixed step {fixed_dC:.0e} cm^-3: {fixed_errors[worst]:.1e} "
      f"at C={rows[worst][0]:.1e} cm^-3")
print(f"  linear estimate of that fixed step's shift: "
      f"{1e3*fixed_dC*rows[worst][3]:.3f} meV")
neutral = base.level + base.U / 2
print(f"Defect symmetry point E+U/2: {neutral:.3f} eV")
print(f"Root for C=0 minus this point: {1e6*(rows[3][1]-neutral):.3f} ueV")
print(f"Newton from midgap {midgap:.2f} eV, C=1e18: lands at {newton:.3f} eV")
print(f"  midgap charge {heavy.charge(midgap):.3e} cm^-3, "
      f"slope {heavy.slope(midgap):.3e} cm^-3 eV^-1")
print(f"Coarse-grid root, C=1e18: {coarse_root:.6f} eV")
print(f"Coarse minus fine root: {1e3*(coarse_root-rows[-1][1]):.3f} meV")
for U in (0.2, -0.2):
    value = defect_variance(base.level + U / 2, base.level, U, kT)
    print(f"Single-defect variance at E+U/2, U={U:+.1f} eV: {value:.5f}")
print(f"Largest relative tail quadrature error: {tail_error:.1e}")
print(f"Random parameter sets: {trials}, with U<0: {negative_U_trials}")
print("ALL CHECKS PASSED")
```

Printed output:

```
Temperature: 300 K; kT = 25.852 meV
Mobility gap: 1.80 eV
Edge densities Gc, Gv: 2.0e+21, 2.0e+21 cm^-3 eV^-1
Tail energies E0c, E0v: 25, 45 meV
Defect density: 1.0e+17 cm^-3
Defect mean level, sigma, U: 0.75, 0.10, 0.20 eV
Bracket for C=0: -0.05090 to 1.87090 eV
Bracket for C=1e18 cm^-3: -0.05090 to 1.87140 eV
Charge at its ends: 1.954e+20, -1.935e+20 cm^-3
Fermi energy and local response (C in cm^-3, mu in eV,
  dmu/dC in meV per 1e16 cm^-3, halvings, Brent evaluations)
   -1.0e+18 0.234649 0.5033 41 15
   -1.0e+17 0.507438 108.2526 41 15
   -5.0e+16 0.727964 25.2043 41 11
    0.0e+00 0.850003 24.5586 41 10
    5.0e+16 0.972076 25.2284 41 10
    1.0e+17 1.357100 5566.3092 41 18
    1.0e+18 1.647726 0.3302 41 15
Reservoirs in cm^-3: C, n, n_t, p, p_t, defect charge
   -1.0e+18 2.611e-07 6.686e-06 5.910e+15 8.941e+17 1.000e+17
   -1.0e+17 9.987e-03 2.396e-01 1.545e+11 2.115e+15 9.788e+16
   -5.0e+16 5.059e+01 1.123e+03 3.050e+07 1.574e+13 4.998e+16
    0.0e+00 5.679e+03 1.189e+05 2.717e+05 1.045e+12 -1.045e+12
    5.0e+16 6.383e+05 1.243e+07 2.417e+03 6.937e+10 -5.000e+16
    1.0e+17 1.876e+12 2.428e+13 8.227e-04 1.334e+07 -9.997e+16
    1.0e+18 1.428e+17 7.572e+17 1.079e-08 2.092e+04 -1.000e+17
Largest relative deviation of root differences from 1/|slope|:
  doping step moving mu by ~0.1 meV: 3.6e-06
  fixed step 1e+14 cm^-3: 2.5e-01 at C=1.0e+17 cm^-3
  linear estimate of that fixed step's shift: 55.663 meV
Defect symmetry point E+U/2: 0.850 eV
Root for C=0 minus this point: 2.568 ueV
Newton from midgap 0.90 eV, C=1e18: lands at 3.276 eV
  midgap charge 9.795e+17 cm^-3, slope -4.122e+17 cm^-3 eV^-1
Coarse-grid root, C=1e18: 1.647304 eV
Coarse minus fine root: -0.422 meV
Single-defect variance at E+U/2, U=+0.2 eV: 0.02047
Single-defect variance at E+U/2, U=-0.2 eV: 0.97953
Largest relative tail quadrature error: 4.0e-15
Random parameter sets: 40, with U<0: 15
ALL CHECKS PASSED
```
